# Adatom density on a circular island with a finite edge-crossing rate, part 1

(Sections cited here and not found follow in the second part.)

## First half: the density from the balance of fluxes

### What dimensions and symmetry already fix

Adatoms land on top of a circular monolayer island of radius \(R\), wander over it, and leave by stepping down across its edge. Let \(F\) be the number landing per area and time, \(D\) the diffusion coefficient on top, and \(\kappa\) the edge-crossing velocity, defined by the statement that the number crossing per edge length and time is \(\kappa\) times the density at the edge. With length \(L\) and time \(t\), the dimensions are

\[
[n]=L^{-2},\quad [F]=L^{-2}t^{-1},\quad [D]=L^{2}t^{-1},\quad [\kappa]=Lt^{-1}.
\]

A uniform flux on a circular island singles out no direction, so the steady density \(n\) depends only on the distance \(r\) from the centre. If nothing is lost from the top except at the edge, all atoms landing inside a circle of radius \(r\) must flow out through that circle. This flow is fixed by \(F\) and \(r\) alone. It does not know how hard the edge is to cross.

Two conclusions follow. First, the slope of the density at \(r\) depends on \(F\), \(D\) and \(r\), but not on \(\kappa\) or \(R\). The drop from \(r\) to the edge therefore has the form \(h(R)-h(r)\), where \(h\) is built from \(F\), \(D\) and a radius. The adatoms are taken to be independent, so \(h\) is proportional to \(F\). To cancel the time in \(F\) it must contain \(1/D\), and the length dimension then requires the square of the radius: \(h(r)=c_1Fr^2/D\). Second, the density at the edge depends only on the outflow there, hence on \(F\) and \(R\), and on \(\kappa\). The one combination linear in \(F\) with the right dimensions is \(FR/\kappa\). Thus

\[
n(r)=c_1\frac{F(R^2-r^2)}{D}+c_2\frac{FR}{\kappa}.
\]

The separation into a parabola and a constant is settled before any equation is solved. What remains is to find the pure numbers \(c_1\) and \(c_2\).

### Assumptions

The flux \(F\) and the coefficients \(D\) and \(\kappa\) are uniform and constant, with \(\kappa>0\). An atom that has crossed the edge does not return. Desorption and the formation of a second layer are left out, and the island is held at fixed radius. These restrictions are examined below. Temperature enters through \(k_BT\), treated as an energy; no other unit factor appears in the algebra.

The density is a mean over many equivalent islands or over a long time. It may correspond to far less than one adatom per island, so it need not describe a smooth crowd of atoms present at one instant.

### Derivation by flux balance

Let \(J(r)\) be the outward number of atoms per length and time through a circle of radius \(r\). In the steady state the outflow equals the number landing inside:

\[
2\pi r\,J(r)=\pi r^2F .
\]

Dividing by \(2\pi r\) gives

\[
J(r)=\frac{Fr}{2}.
\]

The same result follows from the local balance \(r^{-1}d(rJ)/dr=F\). Its integral is \(rJ=Fr^2/2+C\), and \(2\pi C\) would be a flow emerging from the centre itself. There is no point source there, so \(C=0\). This is what removes a logarithm from the density.

Diffusion carries atoms down the gradient, \(J=-D\,dn/dr\). Hence

\[
\frac{dn}{dr}=-\frac{Fr}{2D}.
\]

Integrating from \(r\) to \(R\),

\[
n(R)-n(r)=-\frac{F}{2D}\int_r^R r'\,dr'
=-\frac{F}{4D}(R^2-r^2),
\]

and therefore

\[
n(r)=n(R)+\frac{F}{4D}(R^2-r^2).
\]

The edge must pass the flux \(J(R)=FR/2\). By the definition of \(\kappa\) this equals \(\kappa n(R)\), so \(n(R)=FR/(2\kappa)\). The result is

\[
\boxed{\,n(r)=\frac{F(R^2-r^2)}{4D}+\frac{FR}{2\kappa}\,}
\]

with \(c_1=1/4\) and \(c_2=1/2\).

No other steady density exists, even one without circular symmetry. Let \(w\) be the difference of two solutions. The flux \(F\) cancels, leaving \(\nabla^2w=0\) inside and \(-D\,\partial_rw=\kappa w\) at the edge. Multiply the first equation by \(w\) and integrate by parts over the island:

\[
0=\int w\nabla^2w\,d^2x
=\oint w\,\partial_rw\,ds-\int|\nabla w|^2d^2x
=-\frac{\kappa}{D}\oint w^2ds-\int|\nabla w|^2d^2x .
\]

Neither term on the right can be positive, so both vanish. The second makes \(w\) constant, and the first makes that constant zero.

As a test, the island was divided into 400 rings and the gain and loss of each ring were balanced numerically, with \(R=3\), \(D=2\), \(\kappa=0.7\) and \(F=1.3\) in arbitrary consistent units. The ring densities agreed with the formula to within one part in \(10^4\).

### Meaning of the two terms

The parabola is the density for an edge that absorbs every arriving atom, \(\kappa\to\infty\). The second term is the density that must build up at the edge to drive the required outflow through a finite crossing rate. It is uniform in position, but it grows in proportion to \(R\), because a disc collects atoms over its area and releases them over its perimeter. As \(\kappa\to0\) it diverges: a closed island under steady flux has no steady density.

It is useful to define the length \(\ell=D/\kappa\). The ratio of the uniform term to the parabola at the centre is

\[
\frac{FR/(2\kappa)}{FR^2/(4D)}=\frac{2D}{\kappa R}=\frac{2\ell}{R}.
\]

The edge controls the density on islands with \(R\ll2\ell\), and diffusion controls the central density on those with \(R\gg2\ell\).

### How much of the uniform term is due to the barrier?

The Ehrlich-Schwoebel barrier \(E\) is the extra energy needed to hop down across the edge, above the barrier for a hop on top. To relate it to \(\kappa\), take a square grid of sites with spacing \(a\) and a straight edge along a row. Let \(\Gamma\) be the hop rate in each direction. A row holds \(an_i\) atoms per length, so the net flux from row \(i\) to row \(i+1\) is

\[
J=\Gamma a(n_i-n_{i+1})\simeq-\Gamma a^2\frac{dn}{dx},
\]

which identifies \(D=\Gamma a^2\).

From the last row, atoms cross at rate \(\Gamma'=\Gamma e^{-E/k_BT}\), where equal attempt rates have been assumed. Thus \(J=\Gamma'a\,n_{\rm last}\). Each site owns a cell of width \(a\), so the edge of the covered area lies \(a/2\) beyond the last row. Continuing the slope \(-J/D\) over this distance, and neglecting curvature, gives

\[
n_{\rm last}=n(R)+\frac{aJ}{2D}.
\]

Solving for the edge density,

\[
n(R)=J\left(\frac{1}{\Gamma'a}-\frac{a}{2D}\right).
\]

The bracket is \(1/\kappa\). Multiplication by \(D=\Gamma a^2\) yields

\[
\ell=a\left(\frac{\Gamma}{\Gamma'}-\frac12\right)
=a\left(e^{E/k_BT}-1\right)+\frac a2 .
\]

With no extra barrier, \(\ell=a/2\), not zero. The uniform term is therefore

\[
\frac{FR}{2\kappa}=\frac{FR\ell}{2D}
=\frac{FRa}{2D}\left(e^{E/k_BT}-1\right)+\frac{FRa}{4D}.
\]

Only the first part is caused by the barrier. The second is left by the discrete last step. A numerical chain of 400 sites with \(\Gamma'/\Gamma=1\), 0.1 and 0.02 confirmed the relation \(J=\Gamma'a\,n_{\rm last}\) for the steady outflow; the half-spacing rests on the extrapolation made above.

This relation also clarifies in what sense the uniform term is independent of \(D\). That is true at fixed \(\kappa\). If instead the edge barrier and temperature are fixed while the common attempt rate is changed, \(\ell\) is fixed and both terms vary as \(1/D\).

A circular edge on a square grid is a staircase. Where its normal makes an angle \(\theta\) with a row, it has \((|\cos\theta|+|\sin\theta|)/a\) crossing bonds per length. The average of each absolute value over the circle is \(2/\pi\), so the mean is \(4/(\pi a)\) instead of \(1/a\). When crossing is rare, neighbouring edge sites have nearly equal densities, and the mean \(\kappa\) is larger than the straight-row value by a factor of about \(4/\pi\). In a lattice calculation with \(R=30.5a\) and \(\Gamma'/\Gamma=0.01\), the central density agreed with the formula using this larger \(\kappa\) to within 2.5%.

### A worked example

Take round parameters: temperature 1000 K, spacing \(a=0.3\) nm, attempt rate \(10^{13}\ {\rm s^{-1}}\), diffusion barrier 0.5 eV, extra edge barrier 0.4 eV, radius 50 nm, and one layer deposited in 600 s. One layer means one adatom per grid site. With \(k_BT=0.08617\) eV,

\[
F=\frac{1}{(0.3)^2(600)}=0.0185\ {\rm nm^{-2}s^{-1}},
\]

\[
D=(0.3)^2(10^{13})e^{-0.5/0.08617}
=2.72\times10^9\ {\rm nm^2s^{-1}},
\]

\[
\ell=0.3\left(e^{0.4/0.08617}-\tfrac12\right)=31.0\ {\rm nm},
\qquad
\kappa=\frac D\ell=8.78\times10^7\ {\rm nm\,s^{-1}}.
\]

The two terms are

\[
\frac{FR^2}{4D}=\frac{0.0185(50)^2}{4(2.72\times10^9)}
=4.26\times10^{-9}\ {\rm nm^{-2}},
\]

\[
\frac{FR}{2\kappa}=\frac{0.0185(50)}{2(8.78\times10^7)}
=5.27\times10^{-9}\ {\rm nm^{-2}},
\]

where the results use the unrounded inputs. The central density is \(9.53\times10^{-9}\ {\rm nm^{-2}}\), or \(9.53\times10^5\ {\rm cm^{-2}}\). At half the radius the parabola has fallen to \(3.19\times10^{-9}\ {\rm nm^{-2}}\), while the uniform term is unchanged. With the straight-row edge law used here, \(2.6\times10^{-11}\ {\rm nm^{-2}}\) of that uniform term would remain without the barrier; the barrier supplies all the rest.

The ratio \(2\ell/R\) is 1.24, and the terms would be equal at a radius of 62 nm. The straight-row \(\kappa\) has been used here. Replacing it by \(4\kappa/\pi\) for a staircase circle lowers the central density by 12%. It also multiplies \(\ell\) by \(\pi/4\), so the ratio becomes 0.97 and the radius of equality 49 nm: the parabola is then slightly the larger term at the centre.

### Return from below and desorption

If atoms can climb back from the edge, detailed balance requires zero net crossing at an equilibrium density \(n_{\rm eq}\). The edge law becomes \(J=\kappa(n-n_{\rm eq})\). The outflow is still \(FR/2\), so \(n(R)=n_{\rm eq}+FR/(2\kappa)\), and the whole profile rises by \(n_{\rm eq}\). For a dilute population with equal vibrational weights, \(n_{\rm eq}=a^{-2}e^{-E_f/k_BT}\), where \(E_f\) is the energy to bring an atom onto the top from a kink, the end of an unfinished row at the edge. An assumed \(E_f=2.0\) eV gives \(9.3\times10^{-10}\ {\rm nm^{-2}}\), which is 9.7% of the central density found above. This estimate takes the edge to be in equilibrium with its kinks; a growing edge fed from the substrate is supersaturated, and the returned density can then be higher.

Desorption at rate \(k\) changes the balance itself:

\[
D\frac1r\frac{d}{dr}\left(r\frac{dn}{dr}\right)-kn+F=0.
\]

One solution is the constant \(F/k\). Set \(\lambda=\sqrt{D/k}\). The regular solution of the equation without \(F\) is the modified Bessel function \(I_0(r/\lambda)\), so \(n=F/k-C\,I_0(r/\lambda)\). Since \(I_0'=I_1\), the edge law reads

\[
\frac{DC}{\lambda}I_1(R/\lambda)
=\kappa\left[\frac Fk-C\,I_0(R/\lambda)\right].
\]

Solving for \(C\) gives

\[
n(r)=\frac Fk\left[1-
\frac{I_0(r/\lambda)}{I_0(R/\lambda)+(D/\kappa\lambda)I_1(R/\lambda)}
\right].
\]

With the same attempt rate, a desorption barrier of 2.0 eV lowers the central density by 0.035%, relative to the value without desorption. A barrier of 1.5 eV lowers it by 10.5%. These values are for the 50 nm island. Atoms stay longer on a larger island and are more likely to desorb from it. Neglect of desorption is therefore a condition on the material, the temperature and the island size, not a general property of growth.

## Second half: the density from residence times

The symbols carried over are the flux \(F\), diffusion coefficient \(D\), radius \(R\), edge-crossing velocity \(\kappa\), and \(\ell=D/\kappa\). The first derivation gave

\[
n(r)=\frac{F(R^2-r^2)}{4D}+\frac{FR}{2\kappa}.
\]

The example has \(R=50\) nm, \(D=2.72\times10^9\ {\rm nm^2s^{-1}}\) and \(\kappa=8.78\times10^7\ {\rm nm\,s^{-1}}\), at 1000 K. The second derivation again neglects desorption and return from below. It follows single atoms and does not use the previous density.

### The density is a flux times a residence time

Let \(p(\mathbf x,t|\mathbf y)\) be the probability per area that an atom which landed at \(\mathbf y\) is still on the island and at \(\mathbf x\) after time \(t\). It obeys

\[
\frac{\partial p}{\partial t}=D\nabla^2p,
\qquad
-D\,\partial_rp=\kappa p\quad(r=R),
\]

and starts as \(\delta(\mathbf x-\mathbf y)\). Atoms found at \(\mathbf x\) now may have landed at any place and at any earlier time. Because they move independently, their contributions add:

\[
n(\mathbf x)=F\int d^2y\,G(\mathbf x|\mathbf y),
\qquad
G(\mathbf x|\mathbf y)=\int_0^\infty p(\mathbf x,t|\mathbf y)\,dt .
\]

The function \(G\) is the mean time per area spent at \(\mathbf x\) by an atom that landed at \(\mathbf y\). Integrating the equation for \(p\) over all time gives \(p(\infty)-p(0)=D\nabla^2G\). On a finite island with \(\kappa>0\) every atom eventually leaves, with probability one, so \(p(\infty)=0\) and

\[
D\nabla^2G(\mathbf x|\mathbf y)=-\delta(\mathbf x-\mathbf y).
\]

The edge law for \(G\) is the same as for \(p\).

The start and end points can be interchanged. To show it, write \(G_1(\mathbf x)=G(\mathbf x|\mathbf y_1)\) and \(G_2(\mathbf x)=G(\mathbf x|\mathbf y_2)\). Green's identity gives

\[
\int(G_1\nabla^2G_2-G_2\nabla^2G_1)\,d^2x
=\oint(G_1\partial_rG_2-G_2\partial_rG_1)\,ds .
\]

On the right, each radial derivative equals \(-\kappa/D\) times its function, so the two products cancel. On the left, the delta functions leave \(-[G_1(\mathbf y_2)-G_2(\mathbf y_1)]/D\). Therefore

\[
G(\mathbf y_2|\mathbf y_1)=G(\mathbf y_1|\mathbf y_2).
\]

Applying this to the density,

\[
n(\mathbf x)=F\int d^2y\,G(\mathbf y|\mathbf x)=F\,T(\mathbf x),
\]

where \(T(\mathbf x)\) is the total mean time spent on the island by an atom that lands at \(\mathbf x\). Indeed, integrating \(p(\mathbf y,t|\mathbf x)\) over \(\mathbf y\) gives the probability \(S(t)\) that the atom has not yet left. The mean exit time is

\[
\int_0^\infty t\left(-\frac{dS}{dt}\right)dt
=\int_0^\infty S(t)\,dt=T(\mathbf x),
\]

where the boundary term \(tS\) vanishes because \(S\) decays exponentially at late times.

The density at a point was defined by all atoms that visit it. Reciprocity turns it into a property of one atom that starts there.

Flux balance has given the steady density, and reciprocity has shown that the density at any point equals \(F\) times the mean residence time \(T\) of an atom that lands there. What remains is to find \(T\) without using the earlier density, and so to check the first result.
